# The Dielectric Function at Imaginary Frequency from the Absorption Spectrum: test program

```python
"""
Result under test, for a causal dielectric function eps = eps1 + i eps2:
  eps(i xi) = 1 + (2/pi) int_0^inf w eps2(w)/(w^2 + xi^2) dw.
It is real; it decreases with xi if eps2 >= 0; and eps(i xi) - 1 tends to
wp^2/xi^2 if (2/pi) int w eps2 dw = wp^2 is finite.
w: real frequency, xi: imaginary frequency, wp: plasma frequency.
chi(t): real time response, eps(w) = 1 + int_0^inf chi(t) exp(i w t) dt.
Frequencies are energies hbar*w in eV; times are in hbar/eV.
The quantum test uses units hbar = electron mass = 1.
"""
import numpy as np
from scipy import constants as const

# Trapezoidal rule in the logarithm of the variable, for 0 to infinity.
LOG_STEP = 0.005
NODES = np.exp(np.arange(-30.0, 40.0, LOG_STEP))


def half_line(function):
    return np.sum(function(NODES) * NODES) * LOG_STEP


def from_time(response, xi):
    """eps(i xi) - 1 from its definition in time."""
    return half_line(lambda t: response(t) * np.exp(-xi * t))


def from_loss(loss, xi):
    """eps(i xi) - 1 from the loss spectrum on the real axis."""
    return 2 / np.pi * half_line(lambda w: w * loss(w) / (w**2 + xi**2))


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * max(abs(a), abs(b))


density = 2e29
wp_si = np.sqrt(density * const.e**2 / (const.epsilon_0 * const.m_e))
wp = const.hbar * wp_si / const.e
wp2 = wp**2

# Each oscillator: strength fraction, resonance energy, damping energy.
insulator = [(0.25, 5.0, 1.0), (0.75, 15.0, 5.0)]
gain_medium = [(-0.20, 5.0, 1.0), (1.20, 15.0, 5.0)]


def lorentz_time(oscillators):
    def response(t):
        total = np.zeros_like(t)
        for f, w0, g in oscillators:
            shifted = np.sqrt(w0**2 - g**2 / 4)
            total += f * wp2 * np.exp(-g * t / 2) * np.sin(shifted * t) / shifted
        return total
    return response


def lorentz_chi(oscillators, w):
    return sum(f * wp2 / (w0**2 - w**2 - 1j * g * w)
               for f, w0, g in oscillators)


def lorentz_loss(oscillators):
    return lambda w: lorentz_chi(oscillators, w).imag


chi_t = lorentz_time(insulator)
loss = lorentz_loss(insulator)

print(f"electron density = {density:.1e} m^-3")
print(f"plasma frequency = {wp_si:.4e} rad/s; hbar*wp = {wp:.4f} eV")
print(f"(hbar*wp)^2 = {wp2:.3f} eV^2")
for f, w0, g in insulator:
    print(f"oscillator: strength {f:.2f}, energy {w0:.1f} eV, damping {g:.1f} eV")

# The real-axis spectrum belongs to the same time response.
for w in (4.0, 6.0, 10.0, 20.0):
    direct = half_line(lambda t: chi_t(t) * np.exp(1j * w * t))
    assert abs(direct - lorentz_chi(insulator, w)) < 1e-7
    print(f"real axis {w:.1f} eV: eps1 = {1 + direct.real:.4f}, "
          f"eps2 = {direct.imag:.4f}")

# The time response is recovered from the loss spectrum.
# A Gaussian-cut response makes the sine integrals rapidly convergent.
width = 5.0


def gaussian_time(t):
    return wp2 * t * np.exp(-(width * t)**2 / 2)


x, weight = np.polynomial.legendre.leggauss(120)
gauss_w = 6 * width * (x + 1)
gauss_weight = 6 * width * weight
gauss_loss = np.array([half_line(lambda t: gaussian_time(t) * np.sin(w * t))
                       for w in gauss_w])
for t in (0.05, 0.2, 0.5):
    recovered = 2 / np.pi * np.sum(gauss_weight * gauss_loss
                                   * np.sin(gauss_w * t))
    assert close(recovered, gaussian_time(t), 1e-7)
for xi in (2.0, 10.0, 50.0):
    dispersion = 2 / np.pi * np.sum(gauss_weight * gauss_w * gauss_loss
                                    / (gauss_w**2 + xi**2))
    assert close(dispersion, from_time(gaussian_time, xi), 1e-8)
gauss_sum = 2 / np.pi * np.sum(gauss_weight * gauss_w * gauss_loss)
assert close(gauss_sum, wp2, 1e-8)

# Main formula, upper bound and approach to the tail.
for xi in (0.0, 1.0, 5.0, 10.0, 20.0, 50.0, 100.0, 1000.0):
    time_value = from_time(chi_t, xi)
    loss_value = from_loss(loss, xi)
    assert close(time_value, loss_value, 1e-8)
    assert time_value > 0 and xi**2 * time_value < wp2
    remainder = 2 / np.pi * half_line(
        lambda w: w**3 * loss(w) / (w**2 + xi**2))
    assert close(wp2 - xi**2 * time_value, remainder, 1e-7)
    print(f"xi = {xi:.0f} eV: eps(i xi) = {1 + loss_value:.7f} (loss), "
          f"{1 + time_value:.7f} (time), xi^2(eps-1)/wp^2 = "
          f"{xi**2 * time_value / wp2:.5f}")

sum_rule = 2 / np.pi * half_line(lambda w: w * loss(w))
assert close(sum_rule, wp2, 1e-8)
print(f"sum rule (2/pi) int w eps2 dw = {sum_rule:.3f} eV^2")

# Monotonic decrease, and the slope formula against finite differences.
xi_grid = np.geomspace(0.01, 1000, 80)
values = np.array([from_time(chi_t, xi) for xi in xi_grid])
assert np.all(np.diff(values) < 0)
xi, step = 10.0, 1e-3
slope_difference = (from_time(chi_t, xi + step)
                    - from_time(chi_t, xi - step)) / (2 * step)
slope_integral = -4 * xi / np.pi * half_line(
    lambda w: w * loss(w) / (w**2 + xi**2)**2)
assert close(slope_difference, slope_integral, 1e-6)
print(f"slope at xi = {xi:.0f} eV: {slope_integral:.6f} eV^-1 (integral), "
      f"{slope_difference:.6f} eV^-1 (difference)")

# Speed of approach for two different loss spectra.
xi = 10000.0
lorentz_deficit = 1 - xi**2 * from_time(chi_t, xi) / wp2
mean_damping = sum(f * g for f, w0, g in insulator)
assert close(xi * lorentz_deficit, mean_damping, 0.01)
print(f"Lorentz: xi*(relative deficit) at {xi:.0f} eV = "
      f"{xi * lorentz_deficit:.4f} eV; mean damping = {mean_damping:.4f} eV")
xi = 1000.0
gauss_deficit = 1 - xi**2 * from_time(gaussian_time, xi) / wp2
assert close(xi**2 * gauss_deficit, 3 * width**2, 1e-3)
print(f"Gaussian width b = {width:.1f} eV: xi^2*(relative deficit) at "
      f"{xi:.0f} eV = {xi**2 * gauss_deficit:.3f} eV^2; "
      f"3b^2 = {3 * width**2:.3f} eV^2")

# Gain: the dispersion formula survives, monotonic decrease does not.
gain_t = lorentz_time(gain_medium)
gain_loss = lorentz_loss(gain_medium)
assert gain_loss(5.0) < 0
gain_values = []
for xi in (0.0, 10.0, 20.0):
    value = from_time(gain_t, xi)
    assert close(value, from_loss(gain_loss, xi), 1e-7)
    gain_values.append(value)
    print(f"gain medium, xi = {xi:.0f} eV: eps(i xi) = {1 + value:.5f}")
assert gain_values[1] > gain_values[0]
print("gain medium: strengths "
      + ", ".join(f"{f:.2f}" for f, w0, g in gain_medium)
      + f"; eps2 at 5 eV = {gain_loss(5.0):.4f}")

# Conductor with a simple pole at zero frequency, then vanishing damping.
xi = 2.0
for damping in (0.5, 1e-4):
    def drude_time(t):
        return -wp2 * np.expm1(-damping * t) / damping

    def drude_loss(w):
        return (-wp2 / (w * (w + 1j * damping))).imag

    drude_value = from_time(drude_time, xi)
    assert close(drude_value, from_loss(drude_loss, xi), 1e-7)
    print(f"conductor, damping {damping:.4f} eV, xi = {xi:.0f} eV: "
          f"eps-1 = {drude_value:.4f}; eps2 at 1 eV = {drude_loss(1.0):.4f}")
assert close(drude_value, wp2 / xi**2, 1e-4)
print(f"lossless limit wp^2/xi^2 at {xi:.0f} eV = {wp2 / xi**2:.4f}")

# Debye relaxation: no finite sum rule, and a slower tail.
debye_step, debye_rate = 2.0, 1.0


def debye_time(t):
    return debye_step * debye_rate * np.exp(-debye_rate * t)


def debye_loss(w):
    return (debye_step / (1 - 1j * w / debye_rate)).imag


print(f"Debye medium: step {debye_step:.1f}, rate {debye_rate:.1f} eV")
debye_values = []
for xi in (100.0, 1000.0):
    value = from_time(debye_time, xi)
    assert close(value, from_loss(debye_loss, xi), 1e-7)
    debye_values.append(xi**2 * value)
    print(f"Debye, xi = {xi:.0f} eV: xi(eps-1) = {xi * value:.4f} eV, "
          f"xi^2(eps-1) = {xi**2 * value:.2f} eV^2")
assert debye_values[1] > 9 * debye_values[0]

# Quantum electron: short-time response after a momentum kick.
size, padded = 80, 84
lower = np.diag(np.sqrt(np.arange(1, padded)), 1)
x_pad = (lower + lower.T) / np.sqrt(2)
p_pad = 1j * (lower.T - lower) / np.sqrt(2)
kinetic = (p_pad @ p_pad).real / 2
x2 = x_pad @ x_pad
x4 = x2 @ x2
position = x_pad[:size, :size]
x_values, x_vectors = np.linalg.eigh(position)


def strength_and_kick(hamiltonian):
    energy, states = np.linalg.eigh(hamiltonian)
    ground = states[:, 0]
    dipoles = states.T @ position @ ground
    strength = 2 * np.sum((energy - energy[0]) * dipoles**2)
    kick, time = 1e-3, 1e-2
    kicked = x_vectors @ (np.exp(1j * kick * x_values)
                          * (x_vectors.T @ ground))
    evolved = states @ (np.exp(-1j * energy * time) * (states.T @ kicked))
    shift = (np.vdot(evolved, position @ evolved)
             - np.vdot(kicked, position @ kicked)).real
    return strength, shift / (kick * time)


quartic = (kinetic + x4)[:size, :size]
double_well = (kinetic + x4 / 4 - x2)[:size, :size]
for name, hamiltonian in (("quartic", quartic), ("double well", double_well)):
    strength, kick_slope = strength_and_kick(hamiltonian)
    assert close(strength, 1.0, 1e-7)
    assert close(kick_slope, 1.0, 1e-3)
    print(f"{name} potential: strength sum = {strength:.6f}, "
          f"kick displacement/(kick*time) = {kick_slope:.6f}")
nonlocal_h = quartic.copy()
nonlocal_h[0, 0] -= 3.0
strength, kick_slope = strength_and_kick(nonlocal_h)
assert abs(strength - 1) > 0.1
assert close(strength, kick_slope, 0.01)
print(f"quartic plus nonlocal term: strength sum = {strength:.4f}, "
      f"kick displacement/(kick*time) = {kick_slope:.4f}")

print("no test failed")
```

Output:

```
electron density = 2.0e+29 m^-3
plasma frequency = 2.5229e+16 rad/s; hbar*wp = 16.6063 eV
(hbar*wp)^2 = 275.768 eV^2
oscillator: strength 0.25, energy 5.0 eV, damping 1.0 eV
oscillator: strength 0.75, energy 15.0 eV, damping 5.0 eV
real axis 4.0 eV: eps1 = 8.3773, eps2 = 2.9368
real axis 6.0 eV: eps1 = -2.7629, eps2 = 2.8042
real axis 10.0 eV: eps1 = 1.5232, eps2 = 0.6910
real axis 20.0 eV: eps1 = -0.0743, eps2 = 0.5189
xi = 0 eV: eps(i xi) = 4.6769128 (loss), 4.6769128 (time), xi^2(eps-1)/wp^2 = 0.00000
xi = 1 eV: eps(i xi) = 4.4487638 (loss), 4.4487638 (time), xi^2(eps-1)/wp^2 = 0.01251
xi = 5 eV: eps(i xi) = 3.0055888 (loss), 3.0055888 (time), xi^2(eps-1)/wp^2 = 0.18182
xi = 10 eV: eps(i xi) = 2.0622192 (loss), 2.0622192 (time), xi^2(eps-1)/wp^2 = 0.38519
xi = 20 eV: eps(i xi) = 1.4402038 (loss), 1.4402038 (time), xi^2(eps-1)/wp^2 = 0.63851
xi = 50 eV: eps(i xi) = 1.0962951 (loss), 1.0962951 (time), xi^2(eps-1)/wp^2 = 0.87297
xi = 100 eV: eps(i xi) = 1.0260936 (loss), 1.0260936 (time), xi^2(eps-1)/wp^2 = 0.94621
xi = 1000 eV: eps(i xi) = 1.0002746 (loss), 1.0002746 (time), xi^2(eps-1)/wp^2 = 0.99585
sum rule (2/pi) int w eps2 dw = 275.768 eV^2
slope at xi = 10 eV: -0.116209 eV^-1 (integral), -0.116209 eV^-1 (difference)
Lorentz: xi*(relative deficit) at 10000 eV = 4.0156 eV; mean damping = 4.0000 eV
Gaussian width b = 5.0 eV: xi^2*(relative deficit) at 1000 eV = 74.991 eV^2; 3b^2 = 75.000 eV^2
gain medium, xi = 0 eV: eps(i xi) = 0.26462
gain medium, xi = 10 eV: eps(i xi) = 1.47391
gain medium, xi = 20 eV: eps(i xi) = 1.33250
gain medium: strengths -0.20, 1.20; eps2 at 5 eV = -10.8271
conductor, damping 0.5000 eV, xi = 2 eV: eps-1 = 55.1537; eps2 at 1 eV = 110.3074
conductor, damping 0.0001 eV, xi = 2 eV: eps-1 = 68.9387; eps2 at 1 eV = 0.0276
lossless limit wp^2/xi^2 at 2 eV = 68.9421
Debye medium: step 2.0, rate 1.0 eV
Debye, xi = 100 eV: xi(eps-1) = 1.9802 eV, xi^2(eps-1) = 198.02 eV^2
Debye, xi = 1000 eV: xi(eps-1) = 1.9980 eV, xi^2(eps-1) = 1998.00 eV^2
quartic potential: strength sum = 1.000000, kick displacement/(kick*time) = 0.999943
double well potential: strength sum = 1.000000, kick displacement/(kick*time) = 0.999973
quartic plus nonlocal term: strength sum = 3.3669, kick displacement/(kick*time) = 3.3651
no test failed
```
